\section*{Why RMM-DIIS from random orbitals can miss the lowest bands}

\section{Two levels and a wrong destination}

Take a Hamiltonian with two levels, $0$ and $1$ in some energy unit, and eigenvectors $v_1$ and $v_2$. Let the trial orbital be
\begin{equation}
\phi=\sqrt{0.4}\,v_1+\sqrt{0.6}\,v_2 .
\end{equation}
Its energy is $\varepsilon=0.6$. Now hold $\varepsilon$ fixed and look for the unit vector $\chi=c_1v_1+c_2v_2$ with the smallest residual:
\begin{equation}
\|(H-\varepsilon)\chi\|^2=c_1^2(0-0.6)^2+c_2^2(1-0.6)^2
=0.36\,c_1^2+0.16\,c_2^2 .
\end{equation}
Since $c_1^2+c_2^2=1$, the minimum is at $c_2^2=1$. The answer is the upper level, although the orbital had a 40\% weight on the ground state. Minimizing the energy in the same plane would have given $v_1$. Nothing went wrong numerically: the two methods ask different questions.

RMM-DIIS, the residual minimization method with direct inversion in the iterative subspace, asks the first question for each band; it exists in several forms, and one of them is analysed here. The belief examined here is that, started from random orbitals, it delivers the lowest $n$ bands. The belief is tempting. The method converges fast from good orbitals, it treats bands one at a time without orthogonalizing them at every step, and at the end every residual is tiny. A residual that is tiny compared with the level spacing does prove that the vector is close to an eigenvector. It does not say which one.

\section{Every eigenvector is a minimum}

Let $H$ be a fixed real symmetric matrix in an orthonormal basis, with simple eigenvalues $\lambda_1<\lambda_2<\dots$ and orthonormal eigenvectors $v_j$. For a unit vector $\phi=\sum_jc_jv_j$ with weights $w_j=c_j^2$, define
\begin{equation}
\varepsilon=\phi^{T}H\phi=\sum_jw_j\lambda_j,\qquad
R=(H-\varepsilon)\phi,\qquad \sigma=\|R\| .
\end{equation}
The squared residual is the energy variance,
\begin{equation}
\sigma^2=\sum_jw_j(\lambda_j-\varepsilon)^2 .
\label{var}
\end{equation}
A variance can be taken about any reference value if the squared shift of the mean is subtracted. With reference $\lambda_k$,
\begin{equation}
\sigma^2=\sum_jw_j(\lambda_j-\lambda_k)^2
-\Big[\sum_jw_j(\lambda_j-\lambda_k)\Big]^2 .
\end{equation}
Near $v_k$ the weights $w_j$ with $j\neq k$ are small, and the bracket squared is of second order in them. To leading order, therefore,
\begin{align}
\sigma^2&\simeq\sum_{j\ne k}c_j^2(\lambda_j-\lambda_k)^2,\\
\varepsilon-\lambda_k&=\sum_{j\ne k}c_j^2(\lambda_j-\lambda_k).
\label{saddle}
\end{align}
All coefficients in the first line are positive, so each eigenvector is a strict local minimum of $\sigma^2$, up to the sign of the vector. In the second line the coefficients with $j<k$ are negative. An excited state therefore has $k-1$ downhill directions of the energy; it is a saddle, or the maximum if it is the highest level. Replacing the energy by the residual closes these exits.

There are no other local minima. To find the stationary points, vary $\phi^TH^2\phi-(\phi^TH\phi)^2$ with a multiplier $\mu$ for $\phi^T\phi=1$:
\begin{equation}
2H^2\phi-4\varepsilon H\phi=2\mu\phi .
\end{equation}
Dividing by two and projecting on $\phi$ gives $\mu=(\sigma^2+\varepsilon^2)-2\varepsilon^2=\sigma^2-\varepsilon^2$, and hence
\begin{equation}
(H-\varepsilon)^2\phi=\sigma^2\phi .
\end{equation}
Every $v_j$ present in $\phi$ must satisfy $\lambda_j=\varepsilon\pm\sigma$. Either $\phi$ is an eigenvector, or it mixes two of them, with equal weights because their mean energy is $\varepsilon$. If the weights of such a pair are changed to $w$ and $1-w$, then $\sigma^2=w(1-w)(\lambda_i-\lambda_j)^2$, which is largest at $w=1/2$. The mixture is unstable, so the local minima of the residual are the eigenvectors, all with the same value zero.

\section{What one sweep does}

The form of the method used throughout this text is the following. Another common form updates $\varepsilon$ for every history vector, imposes $\sum_i\alpha_i=1$ and takes a downhill step of bounded length; the inequalities derived below and the counts reported for the box do not refer to it, and from random orbitals it can reach much lower bands, again without a guarantee of finding all the wanted ones. A sweep starts from a unit vector $\phi_0$ and keeps its energy $\varepsilon$ fixed. From a history $\phi_0,\dots,\phi_m$ with $R_i=(H-\varepsilon)\phi_i$, it forms $\bar\phi=\sum_i\alpha_i\phi_i$ and minimizes
\begin{equation}
\frac{\|(H-\varepsilon)\bar\phi\|^2}{\|\bar\phi\|^2}
=\frac{\alpha^TA\alpha}{\alpha^TB\alpha},\qquad
A_{ij}=R_i^TR_j,\quad B_{ij}=\phi_i^T\phi_j .
\end{equation}
Setting the derivative with respect to $\alpha$ to zero gives $A\alpha=\mu B\alpha$, and the lowest $\mu$ is taken. The next history vector is $\bar\phi+\tau K\bar R$, where $\bar R=(H-\varepsilon)\bar\phi$, $K$ is a preconditioner and $\tau\ne0$ a step length. Each step applies $K(H-\varepsilon)$ once more. As long as the newest vector enters $\bar\phi$, the history spans $\phi_0$, $K(H-\varepsilon)\phi_0$, $[K(H-\varepsilon)]^2\phi_0$, and so on.

If the history filled the whole space, the minimizer would be the eigenvector whose eigenvalue is nearest $\varepsilon$, because $(H-\varepsilon)^2$ has eigenvalues $(\lambda_j-\varepsilon)^2$. In this sense the method finds a nearby state. A short history gives no such guarantee. What does hold follows from splitting the residual of the new unit vector $\phi'$, with energy $\varepsilon'$ and residual norm $\sigma'$:
\begin{equation}
(H-\varepsilon)\phi'=(H-\varepsilon')\phi'+(\varepsilon'-\varepsilon)\phi' .
\end{equation}
The two parts are orthogonal, since $\phi'^T(H-\varepsilon')\phi'=0$. The old vector belongs to the history, so the minimum cannot exceed $\sigma^2$:
\begin{equation}
\sigma'^2+(\varepsilon'-\varepsilon)^2=\|(H-\varepsilon)\phi'\|^2\le\sigma^2 .
\label{step}
\end{equation}
In a sweep of this form the residual never grows, and the energy moves by at most $\sigma$, in either direction. While $\sigma$ is much larger than the level spacing, this leaves the destination open.

\section{When the destination is fixed}

Equation~(\ref{var}) is a weighted mean of $(\lambda_j-\varepsilon)^2$, so at least one eigenvalue lies within $\sigma$ of $\varepsilon$. Call it $\lambda_k$, and let $g_k$ be the distance from $\lambda_k$ to its nearest neighbour. Suppose that
\begin{equation}
\sigma<g_k/3 .
\label{lock}
\end{equation}
After a sweep, (\ref{step}) gives
\begin{equation}
|\varepsilon'-\lambda_k|\le|\varepsilon'-\varepsilon|+|\varepsilon-\lambda_k|\le2\sigma ,
\end{equation}
and for every other eigenvalue
\begin{equation}
|\varepsilon'-\lambda_j|\ge g_k-2\sigma>\sigma\ge\sigma' .
\end{equation}
Some eigenvalue must lie within $\sigma'$ of $\varepsilon'$, and it can only be $\lambda_k$. As $\sigma'\le\sigma<g_k/3$, the argument repeats. The band is locked: if its residual goes to zero, it converges to $v_k$, whether or not $k$ is wanted. The argument does not show that the residual goes to zero, and a sweep can stall. For levels $-1,0,1$, $K=1$ and coefficients $(0.1,\sqrt{0.98},0.1)$, one has $\varepsilon=0$, $\sigma=0.141<1/3$ and $R^T(H-\varepsilon)R=0$. The two values of $\mu$ in the span of $\phi_0$ and $R$ are then $0.02$ and $1$, the lower belongs to $\phi_0$ itself, and the next trial vector repeats the previous one.

This explains both the strength and the weakness of the method. From a good start, locking keeps each band in its place without orthogonalization. From a bad start, it keeps the band in the wrong place. The proof assumes a fixed $H$; if $H$ changes between sweeps, as in a self-consistent calculation, it applies only within each fixed $H$. For a degenerate level, with $g_k$ the distance to the next different eigenvalue, it locks the eigenspace, and two bands may still coincide inside it.

\section{Random orbitals in a box}

Consider one electron in a hard-wall box of length $L=10$ bohr, with
\begin{equation}
V(x)=\cos(\pi x/L)+3\cos(6\pi x/L)\ \text{hartree}.
\end{equation}
The Hamiltonian matrix is built in the 30 lowest sine functions, with kinetic energies $T_n=\tfrac12(n\pi/L)^2$. Diagonalization gives the first eight levels: $-2.344$, $-1.495$, $-0.629$, $0.460$, $1.213$, $2.114$, $2.702$ and $3.495$ hartree. The six lowest are wanted. The highest level of the matrix is at 44.6 hartree.

Each sweep uses a history of eight vectors and a diagonal preconditioner of the Teter--Payne--Allan form, with the energy scale chosen as follows:
\begin{equation}
K_n=\frac{27+18x+12x^2+8x^3}{27+18x+12x^2+8x^3+16x^4},\qquad
x=\frac{T_n}{1.5\,\phi_0^TT\phi_0}.
\end{equation}
Sweeps are repeated, with $\varepsilon$ updated each time, until $\sigma<10^{-5}$ hartree. The start vectors have normally distributed random coefficients and are orthonormalized. One set of six, each band then treated alone, gave (energies in hartree):
\begin{center}
\begin{tabular}{cccc}
start $\varepsilon$ & start $\sigma$ & final band & final energy\\
16.10 & 15.7 & 17 & 14.35\\
14.29 & 14.8 & 17 & 14.35\\
13.12 & 10.7 & 15 & 11.22\\
14.57 & 11.0 & 18 & 16.07\\
16.46 & 15.5 & 17 & 14.35\\
9.25 & 9.2 & 13 & 8.50
\end{tabular}
\end{center}
No wanted band appears, and band 17 appears three times. Six such sets, 36 orbitals in all, produced none of the six lowest bands. The start energies show why the low bands are far away: a random direction has the mean energy $\mathrm{tr}\,H/N$, with $N$ the number of basis functions, and this average is dominated by the many high levels.

The table also shows the limit of the word ``nearby''. The first orbital started at 16.10 hartree, next to band 18 at 16.07, and ended in band 17. In 30 of the 36 runs the final band was not the one nearest the start energy, and 18 runs ended above their start energy. The initial $\sigma$ is many level spacings wide, so (\ref{step}) permits such moves. ``Nearby'' is a precise statement for full minimization at fixed $\varepsilon$, not for a short history.

A gentler start divides each random coefficient by $1+T_n/(1\ \text{hartree})$ before orthonormalization. The orbitals then begin lower, and the failure is less obvious. The first such set ended in bands 4, 4, 3, 7, 6 and 6: bands 1, 2 and 5 were missing. Over six sets, the number of wanted bands found was 3, 3, 3, 3, 2 and 3. These counts belong to this model, these starts, this form of the sweep and this history length. A random start is not bound to fail in general; it has no guarantee of success.

\section{What rotation can and cannot do}

Subspace rotation, or the Rayleigh--Ritz step, diagonalizes $H$ within the span of the trial orbitals. It cures one real defect. Suppose three orbitals span exactly the space of levels $-1,0,1$, but are mixed:
\begin{align}
\phi_a&=\tfrac13(2v_1+2v_2-v_3),\nonumber\\
\phi_b&=\tfrac13(-v_1+2v_2+2v_3),\\
\phi_c&=\tfrac13(2v_1-v_2+2v_3).\nonumber
\end{align}
They are orthonormal, and their energies are
\begin{equation}
\varepsilon_a=\frac{-4+1}{9}=-\frac13,\qquad
\varepsilon_b=\frac{-1+4}{9}=\frac13,\qquad
\varepsilon_c=\frac{-4+4}{9}=0 .
\end{equation}
For all three the nearest level is $0$. Residual minimization over the whole three-dimensional space sends every orbital to $v_2$, and two states are lost from a space that was complete. (The step-by-step history with $K=1$ reaches $v_2$ from $\phi_a$ and $\phi_b$; from the symmetric $\phi_c$ it stalls, as in the example above.)

Rotation prevents this. If the columns of $V$ are the wanted eigenvectors and $U$ is orthogonal, the mixed orbitals are $\Phi=VU$, and
\begin{equation}
\Phi^TH\Phi=U^T\Lambda U ,
\end{equation}
with $\Lambda$ the diagonal matrix of eigenvalues. The eigenvectors of this small matrix are the columns of $U^T$, and $\Phi U^T=VUU^T=V$. In the box, six random mixtures of the exact six lowest states, treated band by band without rotation, kept only 4, 4, 3, 3, 4 and 4 of them.

Rotation cannot, however, supply a state that is absent from the span. If the span consists of converged eigenvectors, $H$ is already diagonal in it, whichever eigenvectors they are. The box shows the consequence. With rotation before each sweep and orthonormalization after it, all bands converged to residuals below $10^{-5}$ hartree, and duplicates were excluded. With the fixed-$\varepsilon$ sweep and a history of eight vectors, the undamped starts still found none of the wanted bands, and the damped ones found 4, 3, 3, 3, 3 and 3.

\section{Why a variational warm-up works}

The missing ingredient is a quantity that distinguishes low states from high ones. The sum of band energies, $E=\sum_{i=1}^{n}\phi_i^TH\phi_i$ for orthonormal orbitals, does so. Adding to $\phi_i$ a small amount $\eta\chi$, with $\chi$ orthogonal to the span, changes $E$ by $2\eta\,\chi^TH\phi_i$ to first order. At a stationary point this vanishes for all such $\chi$, so $H$ maps the span into itself, and the span is made of $n$ eigenvectors. If it contains $v_a$ but lacks a lower $v_b$, replace $v_a$ by $\cos\theta\,v_a+\sin\theta\,v_b$:
\begin{equation}
\Delta E=-\sin^2\theta\,(\lambda_a-\lambda_b)<0 .
\end{equation}
Every wrong choice has a downhill direction, and the one minimum is the span of the lowest $n$ states.

A variational step takes the trial orbitals together with their preconditioned residuals, diagonalizes $H$ in this larger space and keeps the $n$ lowest Ritz vectors. It cannot raise $E$. If the Ritz values are $\theta_1\le\theta_2\le\dots$, any $n$-dimensional subspace of the larger space has $E=\sum_ip_i\theta_i$ with $0\le p_i\le1$ and $\sum_ip_i=n$. This is smallest when the $n$ lowest are filled, and the old span is among the competitors.

The contrast is sharpest for a single skipped band. Let five orbitals be the exact bands 1, 2, 4, 5 and 6, and let the sixth be band 7 with a weight $w=0.001$ of the missing band 3. With $\Delta=\lambda_7-\lambda_3=2.7018+0.6286=3.3304$ hartree,
\begin{align}
\varepsilon&=\lambda_7-w\Delta=2.7018-0.0033=2.6985\ \text{hartree},\\
\sigma&=\sqrt{w(1-w)}\,\Delta=0.0316\times3.3304=0.105\ \text{hartree}.
\end{align}
The nearest neighbour of band 7 is band 6, so $g_7/3=(2.7018-2.1138)/3=0.196$ hartree. Condition (\ref{lock}) holds, and the orbital is locked to band 7 from the start. Run to the tolerance of $10^{-5}$ hartree, RMM-DIIS reduced the weight of band 3 to $6\times10^{-14}$; a tighter tolerance reduces it further. One variational step from the same six orbitals raised the weight of band 3 in their span to 0.996.

The reason is visible for $K=1$. The residual of the sixth orbital lies in the plane of $v_3$ and $v_7$, so orbital and residual together span that plane. Residual minimization picks $v_7$, which is nearest in energy; the variational step sees both and discards the higher. The same information is used to opposite ends.

If the skipped band is never recovered, and each band holds two electrons in this fixed potential, the sum of occupied energies is too high by
\begin{equation}
2\Delta=2\times3.3304=6.661\ \text{hartree}=181.2\ \text{eV}
\end{equation}
relative to the correct filling, while every residual is at convergence.

\section{How much warm-up is enough}

The locking condition supplies a sufficient criterion. Once each Ritz value $\varepsilon_k$ lies within $\sigma_k$ of its own $\lambda_k$, and $\sigma_k<g_k/3$, later sweeps of the fixed-$\varepsilon$ form, with $H$ fixed, cannot change the assignment. For the six undamped random starts, variational steps followed by RMM-DIIS on separate bands gave:
\begin{center}
\begin{tabular}{ccc}
variational steps & wanted bands found & largest $3\sigma_k/g_k$\\
0 & 0 & 78\\
2 & 4 to 5 & 14\\
5 & 6 & 2.7\\
10 & 6 & 0.12
\end{tabular}
\end{center}
The row with no steps includes one initial rotation, which by itself rescued nothing. Five steps already sufficed here although the largest ratio exceeded one, so the criterion is sufficient but not necessary. A small gap above the highest wanted band makes it stricter, since $g_n$ is then small.

The warm-up has its own limit. If a wanted state has strictly zero weight in the start orbitals and $H$ and $K$ never couple to it, for instance because all the orbitals share a symmetry that it lacks, the variational steps cannot find it either in exact arithmetic. Rounding errors may introduce a tiny weight that later steps amplify, but a calculation should not rely on this. Every wanted state must have weight in the start orbitals or acquire it through the preconditioned residuals, and random coefficients are useful because they give such weight from the start. They are a reasonable start for the variational stage, which chooses the space. Rotation then separates the states within it, and RMM-DIIS refines each of them.
